# When Buried Quantum Dots Stack Staggered Instead of in Columns

**Q.** I grow dots, cover them with a flat spacer, and grow dots again. How does the second layer know where the first one lies?

**A.** Through strain at the surface. Take linear elasticity, equal elastic constants everywhere, and a small flat test island of volume $V_i$. Its unstrained lattice is larger in the plane than the matrix by the misfit $f$. If the buried dot has already strained the surface by $\varepsilon_{\alpha\beta}$, the island's energy density is

$$\tfrac12(\varepsilon_{\alpha\beta}-f\delta_{\alpha\beta})\bar C_{\alpha\beta\gamma\delta}(\varepsilon_{\gamma\delta}-f\delta_{\gamma\delta}),$$

where $\bar C$ is the in-plane stiffness with the free surface already relaxed. The term in $\varepsilon^2$ is negligible because $|\varepsilon|\ll|f|$, and the term in $f^2$ does not depend on position. The cross term remains. On (001) and (111) symmetry gives $\bar C_{\alpha\beta\gamma\delta}\delta_{\gamma\delta}=M\delta_{\alpha\beta}$, so

$$\Delta E=-V_iMf\,\Theta,\qquad \Theta=\varepsilon_{xx}+\varepsilon_{yy}.$$

For $f>0$ the island prefers the maximum of the areal strain $\Theta$. This is an energetic preference; growth kinetics is left out.

**Q.** What is $M$ on the two faces?

**A.** Apply unit strain in the plane and let the normal strain $\eta$ remove the normal stress. On (001), $2C_{12}+C_{11}\eta=0$, hence

$$M_{001}=C_{11}+C_{12}+C_{12}\eta=C_{11}+C_{12}-2C_{12}^2/C_{11}.$$

On (111) the strain in cubic axes has diagonal elements $(2+\eta)/3$ and off-diagonal elements $(\eta-1)/3$. With $B=C_{11}+2C_{12}$ the stress elements are $s=B(2+\eta)/3$ and $t=2C_{44}(\eta-1)/3$. Such a matrix has the value $s+2t$ along [111] and $s-t$ across it. Setting $s+2t=0$ gives $2+\eta=12C_{44}/(B+4C_{44})$, and

$$M_{111}=s-t=\tfrac32s=\frac{6C_{44}B}{B+4C_{44}}.$$

**Q.** And the strain made by the buried dot?

**A.** Let the dot be small compared with its depth $d$, with volume $V$ and a stress-free dilating strain $\varepsilon_0\delta_{ij}$. It acts as a force dipole $P\delta_{ij}$ with $P=B\varepsilon_0V$. Its displacement at the surface point $\mathbf x$ is $u_m(\mathbf x)=P\,\partial'_jG_{mj}(\mathbf x,\mathbf x')$. Reciprocity, $G_{mj}(\mathbf x,\mathbf x')=G_{jm}(\mathbf x',\mathbf x)$, turns this into $P$ times the dilatation at the dot caused by a unit force at the surface. We therefore need only a surface-load problem.

Let $\mathbf m$ be the inward normal, $z$ the depth and $\mathbf n$ the direction of an in-plane wavevector of length $k$. The trial wave $\mathbf a\,e^{ik(\mathbf n\cdot\mathbf x+pz)}$ satisfies equilibrium if

$$[Q+p(R+R^T)+p^2T]\mathbf a=0,$$

with $Q_{ik}=C_{ijkl}n_jn_l$, $R_{ik}=C_{ijkl}n_jm_l$ and $T_{ik}=C_{ijkl}m_jm_l$. Three roots have $\operatorname{Im}p>0$ and decay inward. Their weights $c_j/k$ follow from a unit load along $\mathbf n$. The outward normal is $-\mathbf m$, so

$$-i\sum_jc_j(R^T+p_jT)\mathbf a_j=\mathbf n.$$

The dilatation at depth $d$ is $D=i\sum_jc_j(\mathbf n+p_j\mathbf m)\cdot\mathbf a_j\,e^{ikp_jd}$. Differentiating with respect to the load position multiplies it by $-ik$, which removes the $i$. Let $\mathbf r$ run from the point above the dot to the surface point. The dot lies at $-\mathbf r$ as seen from the load, so this sum carries $e^{-i\mathbf k\cdot\mathbf r}$. Since $\Theta$ is real, we may take the complex conjugate:

$$\Theta(\mathbf r)=P\int\frac{d^2k}{4\pi^2}\,e^{i\mathbf k\cdot\mathbf r}\,k\sum_jA_je^{-\kappa_jkd},$$

with $\kappa_j=(-ip_j)^*$ and $A_j=[c_j(\mathbf n+p_j\mathbf m)\cdot\mathbf a_j]^*$. Both depend on the azimuth $\phi$ of $\mathbf k$. A complex $\kappa_j$ means that the wave shifts sideways as it decays.

**Q.** Why is a column expected in the isotropic case?

**A.** There the load problem can be solved with an Airy function $\chi=\beta ze^{-kz}e^{ikx}$. Then $\sigma_{zz}=\partial_x^2\chi$ vanishes at $z=0$. The load is $-\sigma_{xz}=\partial_x\partial_z\chi=ik\beta=1$, so $\beta=-i/k$. The plane-strain dilatation is

$$D=\frac{\nabla^2\chi}{2(\lambda+\mu)}=\frac{-2k\beta e^{-kd}}{2(\lambda+\mu)}=\frac{ie^{-kd}}{\lambda+\mu},$$

with Lamé constants $\lambda,\mu$. Multiplication by $-ik$ gives $ke^{-kd}/(\lambda+\mu)$. Because $e^{-kd}/k$ transforms to $1/(2\pi\sqrt{r^2+d^2})$, two derivatives with respect to $d$ give

$$\Theta=\frac{P}{2\pi(\lambda+\mu)}\frac{2d^2-r^2}{(r^2+d^2)^{5/2}}.$$

Its derivative with respect to $r^2$ has the sign of $r^2-4d^2$. The strain falls from the axis out to $r=2d$, passing zero at $\sqrt2d$, and then rises towards zero from below. The maximum is on the axis.

**Q.** How can I tell whether anisotropy destroys that maximum?

**A.** Use $\int_0^\infty k^2e^{-ks}dk=2/s^3$. With $\theta$ the azimuth of $\mathbf r$ and $C=\cos(\phi-\theta)$,

$$\Theta=\frac{P}{4\pi^2}\int_0^{2\pi}d\phi\sum_j\frac{2A_j}{(\kappa_jd-irC)^3}.$$

For small $r$,

$$\frac1{(\kappa d-irC)^3}=\frac1{(\kappa d)^3}\left[1+\frac{3irC}{\kappa d}-\frac{6r^2C^2}{(\kappa d)^2}+\dots\right].$$

A threefold or fourfold axis permits no gradient at $r=0$, so the linear term integrates to zero. The same symmetry replaces $C^2$ by $1/2$. The coefficient of $r^2$ is then $-6$ times the integral below, and the second derivative is twice that:

$$\Theta''(0)=-\frac{12P}{4\pi^2d^5}\int_0^{2\pi}d\phi\,F_5,\qquad F_5=\operatorname{Re}\sum_j\frac{A_j}{\kappa_j^5}.$$

If the azimuthal mean $\langle F_5\rangle$ is negative, the point above the dot is a local minimum of $\Theta$. In an isotropic solid with $\lambda=\mu$, $C_{44}F_5=\mu/(\lambda+\mu)=1/2$.

**Q.** Can you show me one case where the sign reverses, without a computer?

**A.** Take crystal H, a model with $C_{11},C_{12},C_{44}=120,60,60$ GPa. Its anisotropy ratio is $A=2C_{44}/(C_{11}-C_{12})=2$; isotropy means $A=1$. Consider a wave along [100] on (001), with displacement $(U,0,W)e^{ikx-\kappa kz}$ and $q=\kappa^2$. In units of $C_{44}$, equilibrium reads

$$(2-q)U+2i\kappa W=0,\qquad 2i\kappa U+(1-2q)W=0.$$

The determinant gives $2q^2-q+2=0$, so $q_1q_2=1$ and $q_1+q_2=\frac12$. The decaying roots are $\kappa_{1,2}=e^{\pm i\chi}$. From $(\kappa_1+\kappa_2)^2=\frac12+2$ we get $\cos\chi=\sqrt{5/8}$, thus $\kappa=0.791\pm0.612i$ and $\chi=37.8^\circ$.

The first equation gives $W=i(2-q)U/(2\kappa)$. Substitution yields, for each mode,

- tangential load: $k(\kappa U-iW)=kU(q+2)/(2\kappa)$;
- normal stress: $k(iU-2\kappa W)=ikU(q-1)$;
- dilatation: $k(iU-\kappa W)=ikUq/2$.

Write $\hat U_j=kU_j$. Zero normal stress requires $\hat U_1=\gamma(q_2-1)$ and $\hat U_2=-\gamma(q_1-1)$. To impose unit tangential load, use the root relations in the forms $q_1+2=q_1(1+2q_2)$ and $q_2-1=-(1+2q_1)/2$, and the same with indices exchanged. Since $(1+2q_1)(1+2q_2)=6$,

$$\gamma\left[-\tfrac64\kappa_1+\tfrac64\kappa_2\right]=1,\qquad \gamma=\frac{2}{3(\kappa_2-\kappa_1)}.$$

The amplitudes are $A_j=q_j\hat U_j/2$, so $A_1=\gamma(1-q_1)/2$ and $A_2=-\gamma(1-q_2)/2$. Now $1-e^{2i\chi}=-2i\sin\chi\,e^{i\chi}$ and $\kappa_2-\kappa_1=-2i\sin\chi$. Hence $A_{1,2}=e^{\pm i\chi}/3$. Restoring $C_{44}$, the wave response is

$$k\sum_jA_je^{-\kappa_jkd}=\frac{2k}{3C_{44}}e^{-kd\cos\chi}\cos(kd\sin\chi-\chi).$$

Long waves put favourable strain above the dot. The sign first reverses when $kd\sin\chi=\pi/2+\chi$, at $kd\simeq3.64$. Shorter waves, down to the next zero, put a trough there. The curvature weights short waves strongly, and

$$C_{44}F_5=\tfrac23\cos4\chi=-0.583.$$

The [110] waves, treated numerically, give $-0.193$, and the mean over all azimuths is $-0.421$. The axis is a dip.

**Q.** Where do the maxima go, and what happens if I turn the same crystal?

**A.** I evaluated the azimuthal integral numerically and searched for the largest $\Theta$. I also used crystal L, with $C_{11},C_{12},C_{44}=100,10,12$ GPa and $A=0.267$.

| Surface | $C_{44}\langle F_5\rangle$ | Peak $r/d$ | Tilt from normal |
|---|---|---|---|
| H(001) | −0.421 | 0.525 | 27.7° |
| H(111) | 3.01 | 0 | 0° |
| L(001) | 6.97 | 0 | 0° |
| L(111) | −0.084 | 0.769 | 37.5° |

On H(001) there are four equivalent maxima along the in-plane $\langle110\rangle$ directions. On L(111) there are three, one of them along $[\bar1\bar12]$. Turning either crystal to its other face restores the column, so neither the material nor the face decides alone.

**Q.** Is there a simple rule behind that table?

**A.** In these examples the staggered face has the softer normal. Split a uniaxial stress into a hydrostatic and a deviatoric part. Young's modulus along the normal is then given by

$$\frac1E=\frac1{3B}+\frac1{3G},$$

with $G=(C_{11}-C_{12})/2$ for [001] and $G=C_{44}$ for [111]. Thus [001] is softer for $A>1$ and [111] for $A<1$. For H the moduli are 80 and 144 GPa; for L they are 98.2 and 32.7 GPa, in the order [001], [111].

Symmetry explains the opposite behaviour of the faces at weak anisotropy. A cubic stiffness is an isotropic tensor plus a multiple of one traceless fourth-rank tensor. The Laplacian of $\Theta$ on the axis does not change under rotation about the surface normal $\mathbf N$. To first order it can therefore depend on the traceless part only through

$$N_1^4+N_2^4+N_3^4-\tfrac35,$$

which is $2/5$ on (001) and $-4/15$ on (111). A first-order change that weakens the central maximum on one face strengthens it on the other. The argument does not reach the strong anisotropy where the maximum is lost; there the table is the evidence.

**Q.** Are complex decay exponents the cause, then?

**A.** They make a sign change possible, but their mere presence is not enough. For waves along $[11\bar2]$, the slower mode on L(111) has $\kappa=0.602+0.520i$, a phase of $41^\circ$. On H(111) it has $0.561-0.081i$, a phase of only $-8^\circ$. The curvature contains $\kappa^{-5}$, so these phases count five times. The phases of $A_j$ enter as well. Along $[11\bar2]$ on L(111) the slower mode supplies $-0.38$ of the total $C_{44}F_5=-0.41$, but waves $30^\circ$ away give $+0.47$. The phase in this one direction is therefore only an indication of the mechanism on (111). On H(001) along [100] the cosine above establishes it.

**Q.** How anisotropic must my crystal be?

**A.** I held $C_{12}$ and $C_{44}$ fixed, varied $C_{11}$, and located the zero of $\langle F_5\rangle$ by root finding. On (001), with the H values, the axis becomes a local minimum as $A$ rises past $1.34$. On (111), with the L values, it does so as $A$ falls below $0.59$. These thresholds belong to those two families and to a point-like dot. More anisotropy does not always deepen the dip: in the (001) family the axis becomes a local maximum again near the extreme value $A=11$. This does not restore the column: at $A=12$ the strain on the axis is negative, and the highest point lies about $0.8d$ to the side. The two thresholds mark the loss of the local maximum on the axis; a side maximum could become the highest point at a somewhat different $A$.

**Q.** What is the energy at stake?

**A.** Take $d=20$ nm, $V=200$ nm³, $\varepsilon_0=0.02$, $V_i=100$ nm³ and $f=0.02$. For H, $P=240\times0.02\times200=960$ GPa nm³ and $M_{001}=120$ GPa. The computed strain is $1.64\times10^{-4}$ on the axis and $2.62\times10^{-4}$ at a side maximum. There

$$\Delta E=-100\times120\times0.02\times2.62\times10^{-4}=-0.0629\ \text{GPa nm}^3=-0.39\ \text{eV}.$$

On the axis it is $-0.25$ eV. The island gains about 0.15 eV by sitting $0.525\times20=10.5$ nm to the side. On L(111) the energies are $-0.11$ eV on the axis and $-0.25$ eV at a distance of 15.4 nm. In this point-dot model the energies scale as $VV_i/d^3$ at fixed strains, while the tilt does not depend on $d$.

**Q.** My dots are broad. Does the dip survive?

**A.** For an isolated dot, not if it is too broad. Give the dot a Gaussian lateral profile of standard deviation $w$. Every wave is multiplied by $e^{-k^2w^2/2}$, and the sign of the axial curvature follows from

$$\int d\phi\int_0^\infty dk\,k^4e^{-k^2w^2/2}\operatorname{Re}\sum_jA_je^{-\kappa_jkd}.$$

On H(001) the filter removes the short waves that make the trough. Since the [100] response reverses at $kd=3.64$, the critical width should be of the order of $d/3.64=0.27d$; this is only an estimate of scale, because the Gaussian has no sharp cutoff. The numerical zero is at $w=0.30d$, or 6.0 nm for a 20 nm spacer. On L(111) it is also $0.30d$.

Above this width the axis is again a local maximum, though a side maximum may still be higher. At four times the critical width, $w\simeq1.2d$, the axis is the highest point sampled along the former side-maximum direction, out to $2.5d$. For this smooth profile, a thin spacer over an isolated broad dot thus favours a column even in a crystal that staggers small, deep dots. A wide dot with a flat top and sharp edges needs its own calculation. A Gaussian test island of width $w_i$ averages $\Theta$ over its own area, which replaces $w^2$ by $w^2+w_i^2$.

**Q.** One dot offers three or four equivalent places. What makes an ordered stack out of that?

**A.** Neighbouring dots must agree on a site. For a periodic layer with cell area $S$, the integral over $\mathbf k$ becomes a sum over reciprocal vectors $\mathbf g$:

$$\Theta(\mathbf r)=\frac PS\sum_{\mathbf g\ne0}e^{i\mathbf g\cdot\mathbf r}\,g\sum_jA_je^{-\kappa_jgd}.$$

On H(001) take a square array of period $L$ along $\langle100\rangle$. Its longest waves have $g=2\pi/L$. If their response is negative, their sum is proportional to $-(\cos gx+\cos gy)$ and peaks at the centre of the square, the hollow site B. The [100] response is negative between its first two zeros, $kd=3.64$ and $kd=8.77$, which predicts this for $L$ between $0.72d$ and $2\pi d/3.64=1.73d$. In a scan from $L=d$ to $5d$ in steps of $0.05d$, using the full sum, B beats the on-top site A from the start of the scan up to $1.75d$. The preference between A and B therefore reverses slightly above the estimate; the shift comes from the shorter waves, which the estimate leaves out. Beating A does not by itself make B the highest point of the surface. At $L=1.35d$ it is the highest point on a grid over the cell, but at $L=1.60d$ the midpoint between neighbouring dots is higher.

At $L=1.35d$ the strains at A and B are in the ratio $-1.54:1$, so the on-top site is unfavourable. Now let the upper buried layer occupy B at depth $d$ and the lower one A at depth $2d$. Of the two sites, A wins for the next layer. This is ABAB stacking.

**Q.** And on (111)?

**A.** Take a triangular array with its rows along $\langle1\bar10\rangle$. It has two kinds of hollow, B and C. A single dot's three side maxima point towards one kind, which I call B. A threefold surface does not make opposite directions equivalent, so B and C differ. On L(111), B beats both A and C from the start of the same scan up to $L=2.20d$. At $L=1.60d$ the strains at A, B and C are $-0.13$, $1$ and $-0.51$, relative to B.

With buried layers B at depth $d$ and A at $2d$, the values at A, B and C become $-0.52$, $-0.14$ and $1$, relative to C. The third layer goes to C, continuing the same sideways step: ABC stacking.

These are comparisons between symmetric sites at a prescribed period. At $L=1.60d$ the geometry of the array puts the hollow $L/\sqrt3=0.92d$ from the nearest dots, not at the $0.769d$ of the single-dot maximum. The strain there is the sum of the overlapping fields of all the dots. At $L=1.60d$ B is also the highest point on a grid over the cell. Near the upper end of the window this is no longer so: at $L=2.20d$ B still beats A and C, but the highest point lies between A and B. For $L$ above the window, B is no longer the best of the three sites, but it does not follow that the best point on the whole surface is on top.

**Q.** What would you check before predicting staggering for my sample?

**A.** First, whether the surface normal is elastically soft and the anisotropy is strong enough. Second, for isolated dots, whether the combined width $\sqrt{w^2+w_i^2}$ is well below about $0.3d$; that figure comes from these two crystals and must be recalculated for yours. It is smaller for weaker anisotropy: with $C_{11},C_{12},C_{44}=165.8,63.9,79.6$ GPa (silicon, $A=1.56$) on (001) it is about $0.18d$, and even for a point-like dot the side maximum is only about 8% above the axis. Third, for a periodic layer, whether the lateral period allows the hollow sites to win. The width limit for isolated dots does not carry over to such a layer, because broadening removes the short waves first and leaves the longest ones to choose the site. With a combined width of $0.4d$, the hollow B is still the highest point on H(001) at $L=1.35d$ and on L(111) at $L=1.60d$. Then ask what the model omits: surface steps, a spacer that is not flat, different elastic constants in the dots, and adatoms that cannot reach the preferred site. Finally, compare the signs of $f$ and $\varepsilon_0$. The maps shown here assume that they agree. If they are opposite, the islands seek the minima of $\Theta/\varepsilon_0$, and the map of favourable places is reversed. For a single point-like dot the best place then lies off the axis in all four cases of the table, including those that otherwise give a column. In those two cases the off-axis minimum is shallow, about 2% of the axial value on H(111) and under 1% on L(001), so the main effect there is that the axis is avoided.
